\section*{Lieb's bound on the number of electrons an atom can bind, part 2}

Can a point nucleus of real charge $Z>0$, fixed at the origin, bind $N\ge2$ nonrelativistic electrons? In hartree atomic units, with $r_i=|\mathbf r_i|$ and $r_{ij}=|\mathbf r_i-\mathbf r_j|$,
\begin{equation}
H_N=\sum_{i=1}^{N}\left(-\tfrac12\Delta_i-\frac{Z}{r_i}\right)
+\sum_{i<j}\frac1{r_{ij}} .
\label{eq:ham}
\end{equation}
$E_N$ is the infimum of $\langle\psi,H_N\psi\rangle$ over normalized antisymmetric functions of finite kinetic energy, attained or not, with $E_0=0$. It satisfies
\begin{equation}
E_N\le E_{N-1}.
\label{eq:mono}
\end{equation}

The claim to be shown is that $N<2Z+1$ whenever $H_N\psi=E\psi$ has a normalizable solution of finite kinetic energy with $E\le E_{N-1}$. Let $\psi$ be such a solution, normalized and antisymmetric. Brackets $\langle\cdot\rangle$ denote integration over positions and summation over spins with density $|\psi|^2$. Multiplying the eigenvalue equation by $w_N\psi^*$, where $w_i=r_i/(1+\varepsilon r_i)$ and $\varepsilon>0$, and integrating gave
\begin{equation}
A+K+R=Z\left\langle\frac{w_N}{r_N}\right\rangle,\qquad
R=\sum_{i<N}\left\langle\frac{w_N}{r_{iN}}\right\rangle .
\label{eq:balance2}
\end{equation}
Here $A=\langle w_N\psi,(H_{N-1}-E)\psi\rangle\ge(E_{N-1}-E)\langle w_N\rangle\ge0$, and the weighted kinetic term $K\ge0$ is half the plain integral, with spin summation, of $|\nabla_N(w_N\psi)|^2/w_N$. Setting $\varepsilon=0$ means $w_i=r_i$.

With $\|\cdot\|$ the square-integral norm, Hardy's inequality for a function $f$ of one position is
\begin{equation}
\|f/r\|\le2\|\nabla f\| .
\label{eq:hardy}
\end{equation}

The numerical output at the end also lists two earlier checks of the kinetic term. The complex test function is the normalized form of
\begin{equation}
f=e^{-r}\left(1+\tfrac12r\cos\theta\right)+i\,r\cos\theta\,e^{-2r},
\end{equation}
for which the direct value and the integral of a square agree. The entry for weight $r^3$ uses normalized $f\propto e^{-r}$ and shows that the kinetic term can be negative for that weight.

\subsection{Symmetrizing the repulsion}

A single term $w_N/r_{iN}$ has no positive lower bound: it is small when electron $N$ sits near the nucleus and electron $i$ is far away. The exchange symmetry of $|\psi|^2$ repairs this. Relabelling electrons does not change an average, so all $N-1$ terms of $R$ are equal, and each equals the average with the two labels interchanged:
\begin{align}
R&=(N-1)\left\langle\frac{w_2}{r_{12}}\right\rangle
=(N-1)\left\langle\frac{w_1}{r_{12}}\right\rangle\notag\\
&=\frac{N-1}2\left\langle\frac{w_1+w_2}{r_{12}}\right\rangle .
\label{eq:sym}
\end{align}
The last form is half the sum of the two before it.

Now drop $A\ge0$ and $K\ge0$ from Eq.~\eqref{eq:balance2} and use $w_N/r_N\le1$:
\begin{equation}
\frac{N-1}2\left\langle\frac{w_1+w_2}{r_{12}}\right\rangle\le Z .
\end{equation}
As $\varepsilon$ decreases to zero, $w_1+w_2$ increases at every configuration to $r_1+r_2$. Monotone convergence permits the limit inside the average:
\begin{equation}
\frac{N-1}2\left\langle\frac{r_1+r_2}{r_{12}}\right\rangle\le Z .
\label{eq:pair}
\end{equation}
The average is thereby shown to be finite, even if $\langle r_1\rangle$ is not.

The triangle inequality gives $r_{12}\le r_1+r_2$. Equality requires the electrons to lie on opposite sides of the nucleus on one line, or one of them to be at the nucleus. These configurations have zero volume, so the average in Eq.~\eqref{eq:pair} is strictly greater than 1. Therefore
\begin{equation}
\frac{N-1}2<Z,\qquad\text{that is,}\qquad N<2Z+1 .
\label{eq:final}
\end{equation}
In physical terms, each pair contributes at least one unit of distance-weighted repulsion, shared between its two members. An electron thus carries at least $(N-1)/2$ units, against $Z$ units of attraction.

\subsection{Doubly negative hydrogen}

For $Z=1$ and $N=3$ the bound would require $3<3$. Hence $H_3$ has no eigenvalue $E\le E_2$. The strict inequality matters here, since $N\le2Z+1$ would leave the case open.

It remains to exclude $E_3<E_2$ with an infimum that is not attained. For any $N$, suppose $E_N<E_{N-1}$. Choose smooth functions $\theta(r)$ and $\eta(r)$ with $\theta^2+\eta^2=1$, $\theta=1$ for $r<L$, $\theta=0$ for $r>2L$, and $|\nabla\theta|^2+|\nabla\eta|^2\le c/L^2$. For each set $S$ of electrons let
\begin{equation}
J_S=\prod_{i\in S}\eta(r_i)\prod_{i\notin S}\theta(r_i),\qquad
\sum_SJ_S^2=1 .
\end{equation}
Because $\sum_SJ_S\nabla J_S=\frac12\nabla1=0$, the cross terms cancel when $|\nabla(J_S\psi)|^2$ is expanded and summed, and
\begin{equation}
\langle\psi,H_N\psi\rangle=\sum_S\langle J_S\psi,H_NJ_S\psi\rangle
-\frac12\Big\langle\sum_S|\nabla J_S|^2\Big\rangle .
\end{equation}
The last average is at most $Nc/L^2$. For nonempty $S$ the electrons in $S$ are farther out than $L$. Dropping their kinetic energies and repulsions, and bounding each attraction by $-Z/L$, leaves the Hamiltonian of the remaining electrons, in which $J_S\psi$ is still antisymmetric. Its energy per squared norm is at least $E_{N-|S|}\ge E_{N-1}$.

Take normalized $\psi_n$ with energies tending to $E_N$. Hardy's inequality bounds the attraction by a multiple of $\|\nabla\psi_n\|$, so the kinetic energies stay bounded. A subsequence then converges weakly to some $\psi$, and strongly in every bounded region. Let $m=\|J_\emptyset\psi\|^2$, where $J_\emptyset$ keeps all electrons inside $2L$. The part inside has energy at least $E_N$ per squared norm. In the limit $n\to\infty$,
\begin{equation}
(1-m)\left(E_{N-1}-E_N-\frac{NZ}L\right)\le\frac{Nc}{2L^2} .
\end{equation}
As $L\to\infty$ this forces $m\to1$: nothing escapes, $\|\psi\|=1$, and $\psi_n\to\psi$ strongly. In this limit the kinetic and repulsion energies cannot jump upward, and the attraction converges by Hardy's inequality. Thus $\psi$ attains $E_N$, and a minimizer is an eigenfunction.

For $Z=1$, $N=3$ such an eigenfunction is excluded. With $E_3\le E_2$ this gives
\begin{equation}
E_3=E_2,\qquad E_3\ \text{not attained.}
\end{equation}
The third electron lowers its energy by moving away without limit. No density is a three-electron ground-state density in the potential $-1/r$.

\subsection{Where the conclusion stops}

The bound is necessary for binding, not sufficient. At $Z=1$ it permits $N=2$ without proving that two electrons are bound. For integer $Z$ it reads $N\le2Z$.

If $E>E_{N-1}$, the lower bound on $A$ may be negative and the argument ends. Temporary three-electron states above the threshold are not excluded. A confining box also invalidates the argument: the outer electron cannot be spread out at vanishing cost, so $E_N\le E_{N-1}$ is no longer guaranteed. A finite basis has the same effect. Finally, the proof uses the pair repulsion $1/r_{ij}$ of the Schr\"odinger equation. It does not carry over unchanged to an approximate density functional, where that repulsion is replaced by a Hartree term and an exchange-correlation term. The self-repulsion in the Hartree term only adds to the weighted repulsion, since the triangle inequality gives at least $N/2$ units per electron. The obstacle is the exchange-correlation term: for local exchange it is attractive, and the triangle inequality does not bound it.

\subsection{A two-electron balance}

To see how much the proof discards, take the model parameters $Z=1.5$ and $N=2$. The spin-singlet ground state is expanded in 70 symmetrized functions $r_1^ar_2^br_{12}^ce^{-\alpha(r_1+r_2)}$ with $a+b+c\le7$ and $\alpha=1.2$ bohr$^{-1}$. The variational energy is $E_2=-1.46528$ hartree. Reducing the degree to 5 raises it by $8\times10^{-6}$ hartree. With one electron $E_1=-Z^2/2=-1.125$ hartree, so the second electron is bound by $0.3403$ hartree, or $9.26$ eV.

For $\varepsilon=0$ the separately integrated terms are, in hartree bohr,
\begin{equation}
\underbrace{0.531}_{A}+\underbrace{0.263}_{K}+\underbrace{0.706}_{R}
=1.500=Z .
\end{equation}
The agreement tests the signs and factors of Eq.~\eqref{eq:balance2} together. The lower bound on $A$ is $0.3403\times1.3565=0.462$. The excess of $0.070$ equals $\langle r_2(H_1-E_1)\rangle$: at a given position of electron 2, electron 1 is not exactly in the one-electron ground state.

The pair average is $\langle(r_1+r_2)/r_{12}\rangle=1.412$, between the lower limit 1 and the upper limit $2Z/(N-1)=3$. Half of it is $R=0.706$, as Eq.~\eqref{eq:sym} requires. The distance between the two sides of the final inequality is $Z-\frac12=1.000$, and it divides into
\begin{equation}
0.531+0.263+(0.706-0.500)=1.000 .
\end{equation}
In this strongly bound model more than half of the slack comes from $A$. The split depends on $Z$: for two electrons at $Z=1$ the slack of $0.500$ divides into about $0.197$, $0.139$ and $0.163$, so $A$ supplies only about 40 percent. Sharpening the bound within this argument would require keeping part of these terms.

With $\varepsilon=0.1$ bohr$^{-1}$ the balance is
\begin{equation}
0.4524+0.2623+0.6134=1.3281 ,
\end{equation}
against an attraction of $1.3280$; the difference in the last digit is rounding. $A$ and $R$ fall noticeably, while $K$ changes only from $0.2627$ to $0.2623$. The small change of $K$ is a property of this state and this $\varepsilon$, not a general rule.

\subsection{A three-electron trial function}

For $Z=1$ take a determinant with a doubly occupied orbital $a\propto e^{-r}$ and a singly occupied orbital $b$, obtained by orthogonalizing $e^{-0.3r}$ to $a$ (exponents in bohr$^{-1}$). This is a trial function, not a bound state. Its density depends on the radii alone, so averaging over angles replaces $1/r_{ij}$ by $1/\max(r_i,r_j)$. The sum of the three pair densities is
\begin{align}
P(r_1,r_2)={}&a_1^2a_2^2+a_1^2b_2^2+b_1^2a_2^2\notag\\
&-a_1b_1a_2b_2 ,
\end{align}
where the subscript names the radius and the last term is the exchange of the two electrons of equal spin. With $\int P=3$,
\begin{equation}
R=\frac13\int P\,\frac{r_1+r_2}{\max(r_1,r_2)}
=1+\frac13\int P\,\frac{\min(r_1,r_2)}{\max(r_1,r_2)} .
\end{equation}
This gives $R=1.3655$ hartree bohr. Integrating the full three-electron density, with the weight on the last electron alone, gives $1.366$, which tests the symmetrization. The kinetic term is $K=0.2442$ hartree bohr, and
\begin{equation}
K+R-Z=0.2442+1.3655-1=0.6097 .
\end{equation}
For any $E\le E_2$ the term $A$ of this function is nonnegative. Its weighted residual $\mathrm{Re}\langle r_3\psi,(H_3-E)\psi\rangle$ is therefore at least $0.609$ hartree bohr, whereas an eigenfunction would need zero. Other trial functions give other values, but $R>1$ for all of them.

\subsection{Use in calculations}

Check $N<2Z+1$ before searching for an atomic ground state. If it holds, binding is still undecided and must be shown otherwise, for example by a variational energy below the true $E_{N-1}$. If it fails, report $E_N=E_{N-1}$ and no ground state, that is, no normalizable eigenstate of finite kinetic energy with $E\le E_{N-1}$, whatever the finite-basis eigenvector looks like. A variational three-electron energy at $Z=1$ lies at or above the true $E_2$. If it falls below a computed two-electron energy, the latter lies above the true $E_2$, either because its basis is incomplete or because its method, such as Hartree--Fock, omits correlation even when converged in the basis. If an approximate functional gives a value below the true $E_2$, the cause is the functional or the numerics, not binding.

Equation~\eqref{eq:balance2} also serves as a check on correlated wave functions that decay fast enough for $\varepsilon=0$. In the coordinates $r_1,r_2,r_{12}$, with $g=r_2\psi$ real and subscripts denoting partial derivatives,
\begin{equation}
|\nabla_2g|^2=g_2^2+g_{12}^2
+g_2g_{12}\frac{r_2^2+r_{12}^2-r_1^2}{r_2r_{12}} .
\end{equation}
A violated balance reveals an error or a poor state. A satisfied one is weaker evidence: if the variational space contains $(\sum_ir_i)\psi$, the balance holds for its lowest vector however inaccurate that vector is, because the residual $(H_N-E)\psi$ is orthogonal to the whole space. Energies should therefore be converged separately. The values quoted here are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
KINETIC IDENTITY, non-spherical complex test function
eps = 0.0 1/bohr: direct = 0.378049 hartree bohr
  as integral of a square = 0.378049 hartree bohr
eps = 0.5 1/bohr: direct = 0.267160 hartree bohr
  as integral of a square = 0.267160 hartree bohr
weight r^3, function exp(-r): -0.7500 hartree bohr^3
TWO-ELECTRON MODEL
nuclear charge Z = 1.5
basis exponent alpha = 1.2 1/bohr
basis functions, degree 5 = 34
basis functions, degree 7 = 70
E_2, degree 5 = -1.465269 hartree
E_2, degree 7 = -1.465277 hartree
E_1 = -1.125000 hartree
E_1 - E_2 = 0.34028 hartree
E_1 - E_2 = 9.259 eV
virial residual 2T+V = -1.4e-05 hartree
eps = 0.0 1/bohr:
  mean weight <w> = 1.3565 bohr
  lower bound (E_1-E_2)<w> = 0.4616 hartree bohr
  A = 0.5314 hartree bohr
  K = 0.2627 hartree bohr
  R = 0.7060 hartree bohr
  A + K + R = 1.5000 hartree bohr
  attraction Z<w/r> = 1.5000 hartree bohr
eps = 0.1 1/bohr:
  mean weight <w> = 1.1467 bohr
  lower bound (E_1-E_2)<w> = 0.3902 hartree bohr
  A = 0.4524 hartree bohr
  K = 0.2623 hartree bohr
  R = 0.6134 hartree bohr
  A + K + R = 1.3280 hartree bohr
  attraction Z<w/r> = 1.3280 hartree bohr
pair average <(r1+r2)/r12> = 1.4119 (no unit)
its upper limit 2Z/(N-1) = 3.0000 (no unit)
THREE-ELECTRON TRIAL DETERMINANT
nuclear charge Z = 1, electrons N = 3
inner exponent = 1.0 1/bohr
outer exponent = 0.3 1/bohr
R from three-electron density = 1.366 hartree bohr
R from pair formula = 1.3655 hartree bohr
K = 0.2442 hartree bohr
K + R - Z = 0.6097 hartree bohr
strict upper limit 2Z+1 = 3 electrons
\end{verbatim}
